# Ewald summation of pairwise dispersion energies with geometric-mean coefficients: test program

```python
"""Ewald summation of the undamped dispersion energy per periodic cell,
E = -1/2 sum' c_i c_j / r^6, with c_i = sqrt(C_ii) and C_ij = c_i c_j.
The result under test is
E = -1/2 sum' c_i c_j g(eta r)/r^6
    -1/(2 V) sum_{G != 0} phi_hat(G) |S(G)|^2
    -pi^(3/2) eta^3 (sum c_i)^2/(6 V) + eta^6 sum c_i^2/12.
V: cell volume; eta: splitting parameter; G: reciprocal vector;
S(G) = sum c_i exp(i G.r_i); g: screening function of the near part;
phi_hat: Fourier transform of the smooth part of 1/r^6.
Lengths are in angstrom, energies in eV, C coefficients in eV angstrom^6.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.special import erfc, gammainc
from scipy.constants import physical_constants


def screening(a):
    return np.exp(-a**2) * (1 + a**2 + a**4 / 2)


def bracket(b):
    return ((1 - 2*b**2) * np.exp(-b**2)
            + 2*np.sqrt(np.pi) * b**3 * erfc(b))


def smooth_transform(g, eta):
    return np.pi**1.5 * eta**3 / 3 * bracket(g / (2*eta))


def lattice_points(cell, radius):
    """All lattice points in a parallelepiped that encloses the sphere."""
    inverse = np.linalg.inv(cell)
    limits = np.ceil(radius * np.linalg.norm(inverse, axis=0)).astype(int)
    axes = [np.arange(-n, n + 1) for n in limits]
    integers = np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1)
    return integers.reshape(-1, 3) @ cell


def largest_separation(positions):
    return np.linalg.norm(positions[:, None] - positions[None], axis=2).max()


def ewald_terms(cell, positions, c, eta, reach=6.5):
    """Near, nonzero-G, zero-G and self contributions to the energy."""
    volume = abs(np.linalg.det(cell))
    shifts = lattice_points(cell, reach/eta + largest_separation(positions))
    near = 0.0
    for i in range(len(c)):
        for j in range(len(c)):
            r = np.linalg.norm(positions[i] - positions[j] + shifts, axis=1)
            r = r[r > 1e-8]
            near -= 0.5 * c[i] * c[j] * np.sum(screening(eta*r) / r**6)
    reciprocal = 2*np.pi * np.linalg.inv(cell).T
    vectors = lattice_points(reciprocal, 2*eta*reach)
    lengths = np.linalg.norm(vectors, axis=1)
    vectors, lengths = vectors[lengths > 1e-8], lengths[lengths > 1e-8]
    structure = np.exp(1j * vectors @ positions.T) @ c
    waves = -np.sum(smooth_transform(lengths, eta)
                    * abs(structure)**2) / (2*volume)
    zero = -np.pi**1.5 * eta**3 * np.sum(c)**2 / (6*volume)
    own = eta**6 * np.sum(c**2) / 12
    return np.array([near, waves, zero, own])


def direct_energy(cell, positions, coefficients, cutoff):
    """Explicit pair sum inside a sphere, and the continuum tail outside."""
    volume = abs(np.linalg.det(cell))
    shifts = lattice_points(cell, cutoff + largest_separation(positions))
    inside = 0.0
    for i in range(len(positions)):
        for j in range(len(positions)):
            r = np.linalg.norm(positions[i] - positions[j] + shifts, axis=1)
            r = r[(r > 1e-8) & (r < cutoff)]
            inside -= 0.5 * coefficients[i, j] * np.sum(r**-6)
    tail = -2*np.pi * np.sum(coefficients) / (3*volume*cutoff**3)
    return inside, tail


# The split of 1/r^6, from its defining integrals
eta0 = 0.5
for r in (1.0, 3.0, 5.0):
    upper = quad(lambda t: 0.5*t**2*np.exp(-r*r*t), eta0**2, np.inf,
                 epsabs=1e-13, epsrel=1e-11)[0]
    lower = quad(lambda t: 0.5*t**2*np.exp(-r*r*t), 0, eta0**2,
                 epsabs=1e-14, epsrel=1e-11)[0]
    assert abs(upper - screening(eta0*r)/r**6) < 1e-10
    assert abs(lower - (1 - screening(eta0*r))/r**6) < 1e-10


def smooth_part(r):
    r = max(r, 1e-4)  # avoids 0/0; relative change is about 1e-9
    return gammainc(3, (eta0*r)**2) / r**6


assert abs(smooth_part(0.0) / (eta0**6/6) - 1) < 1e-7

# The Fourier transform, from radial integration in real space
zero_integral = (quad(lambda r: 4*np.pi*r*r*smooth_part(r), 0, 10,
                      epsabs=1e-11)[0]
                 + quad(lambda r: 4*np.pi*r*r*smooth_part(r), 10, np.inf,
                        epsabs=1e-11)[0])
assert abs(zero_integral - np.pi**1.5*eta0**3/3) < 1e-8
for g in (0.3, 1.0, 2.0):
    radial = quad(lambda r: r*smooth_part(r), 0, np.inf, weight="sin",
                  wvar=g, epsabs=1e-11, limlst=200)[0]
    assert abs(4*np.pi*radial/g - smooth_transform(g, eta0)) < 1e-8

# Small-G cubic term, from the integral over t = u^2
mp.mp.dps = 30
small_g, eta_mp = mp.mpf("0.002"), mp.mpf("0.5")
integral = mp.quad(lambda u: 2*u**2*mp.exp(-small_g**2/(4*u**2)),
                   [small_g/40, small_g/8, small_g, 10*small_g,
                    100*small_g, eta_mp])
transform = mp.pi**mp.mpf("1.5") / 2 * integral
small_b = small_g / (2*eta_mp)
even_part = mp.pi**mp.mpf("1.5") * eta_mp**3 / 3 * (1 - 3*small_b**2)
cubic = (transform - even_part) / small_g**3
# The next term of the expansion changes the ratio by about 0.001
assert abs(cubic/(mp.pi**2/12) - 1) < 2e-3

# Large-b decay, with the bracket taken from its integral representation
large_b = mp.mpf(10)
bracket_mp = 3*large_b**3*mp.quad(lambda s: s**-4*mp.exp(-s*s),
                                  [large_b, 11, 13, 16])
decay_ratio = bracket_mp / (3*mp.exp(-large_b**2)/(2*large_b**2))
assert abs(decay_ratio - 1) < 3/large_b**2

# Explicit fcc sum: integer triples with even sum, r^2/d^2 = n/2
half_width = 80
line = np.arange(-half_width, half_width + 1)
x, y, z = np.meshgrid(line, line, line, indexing="ij", sparse=True)
squares = x*x + y*y + z*z
allowed = ((x+y+z) % 2 == 0) & (squares > 0) & (squares <= half_width**2)
fcc_inside = np.sum((2.0 / squares[allowed])**3)
fcc_radius = half_width / np.sqrt(2)
fcc_tail = 4*np.pi*np.sqrt(2) / (3*fcc_radius**3)
fcc_direct = fcc_inside + fcc_tail

# Model fcc crystal
d, c6 = 4.0, 100.0
fcc_cell = d/np.sqrt(2) * np.array([[0., 1, 1], [1, 0, 1], [1, 1, 0]])
fcc_volume = abs(np.linalg.det(fcc_cell))
origin, fcc_c = np.zeros((1, 3)), np.array([np.sqrt(c6)])
to_sum = -2*d**6/c6
etas = (0.4, 0.5, 0.7)
fcc_rows = [to_sum*ewald_terms(fcc_cell, origin, fcc_c, e) for e in etas]
fcc_totals = np.array([row.sum() for row in fcc_rows])
without_zero = np.array([row.sum() - row[2] for row in fcc_rows])
assert np.ptp(fcc_totals) < 1e-10
assert np.all(abs(fcc_totals - fcc_direct) < 1e-6)
assert np.all(abs(fcc_totals - 14.45392) < 5.1e-6)
assert np.all(abs(without_zero - fcc_direct) > 1)
assert np.ptp(without_zero) > 1
fcc_energy = fcc_totals[1] / to_sum
hartree = physical_constants["Hartree energy in eV"][0]

# First shells of the fcc example at eta0
near_first = 12*screening(eta0*d)
near_second = 6*screening(eta0*d*np.sqrt(2))/8
g_points = lattice_points(2*np.pi*np.linalg.inv(fcc_cell).T, 4.0)
g_lengths = np.linalg.norm(g_points, axis=1)
g_first = g_lengths[g_lengths > 1e-8].min()
g_count = np.sum(abs(g_lengths - g_first) < 1e-8)
wave_first = g_count*d**6*smooth_transform(g_first, eta0)/fcc_volume
assert g_count == 8

# Triclinic model cell with one A atom and two B atoms
cell = np.array([[5.0, 0, 0], [1.0, 5.5, 0], [0.5, 1.0, 6.0]])
atoms = np.array([[0.0, 0, 0], [2.7, 2.3, 0.6], [2.5, 4.4, 3.6]])
like = np.array([100.0, 25.0, 25.0])
pair_coefficients = np.sqrt(np.outer(like, like))
mixed_inside, mixed_tail = direct_energy(cell, atoms, pair_coefficients, 120.0)
mixed_direct = mixed_inside + mixed_tail
mixed_rows = [ewald_terms(cell, atoms, np.sqrt(like), e) for e in etas]
mixed_totals = np.array([row.sum() for row in mixed_rows])
assert np.ptp(mixed_totals) < 1e-10
# The sharp cutoff leaves small lattice-count fluctuations in the direct sum
assert np.all(abs(mixed_totals - mixed_direct) < 3e-7)

print(f"fcc nearest-neighbour distance d = {d:.1f} angstrom")
print(f"fcc C6 = {c6:.1f} eV angstrom^6")
print(f"fcc primitive volume = {fcc_volume:.5f} angstrom^3")
print("Contributions to fcc A6 (dimensionless), eta in 1/angstrom:")
for e, row, total, missing in zip(etas, fcc_rows, fcc_totals, without_zero):
    print(f"eta {e:.1f}: near {row[0]:.8f}, G nonzero {row[1]:.8f}")
    print(f"  G zero {row[2]:.8f}, self {row[3]:.8f}, total {total:.8f}")
    print(f"  total without G zero {missing:.8f}")
print(f"fcc direct cutoff R/d = {fcc_radius:.5f} (dimensionless)")
print(f"fcc direct sum inside = {fcc_inside:.8f} (dimensionless)")
print(f"fcc continuum tail = {fcc_tail:.8f} (dimensionless)")
print(f"fcc direct sum with tail = {fcc_direct:.8f} (dimensionless)")
print(f"First-shell details use eta = {eta0:.1f} 1/angstrom")
print(f"g at first neighbours = {screening(eta0*d):.8f} (dimensionless)")
print(f"12 first neighbours in A6 = {near_first:.8f} (dimensionless)")
print(f"6 second neighbours in A6 = {near_second:.8f} (dimensionless)")
print(f"First reciprocal length = {g_first:.6f} 1/angstrom")
print(f"First reciprocal shell count = {g_count} (dimensionless)")
print(f"b at this shell = {g_first/(2*eta0):.6f} (dimensionless)")
print(f"Bracket at this b = {bracket(g_first/(2*eta0)):.8f} (dimensionless)")
print(f"This shell in A6 = {wave_first:.8f} (dimensionless)")
print(f"fcc energy per atom = {fcc_energy:.8f} eV")
print(f"fcc energy per atom = {fcc_energy/hartree:.8f} hartree")
print("Triclinic cell vectors (angstrom):", cell.tolist())
print("Atom positions A, B, B (angstrom):", atoms.tolist())
print(f"C_AA = {like[0]:.1f}, C_BB = {like[1]:.1f} eV angstrom^6")
print(f"C_AB = {pair_coefficients[0, 1]:.1f} eV angstrom^6")
print(f"Triclinic volume = {abs(np.linalg.det(cell)):.3f} angstrom^3")
print(f"(sum c_i)^2 = {np.sqrt(like).sum()**2:.1f} eV angstrom^6")
print("Triclinic energy contributions (eV), eta in 1/angstrom:")
for e, row, total in zip(etas, mixed_rows, mixed_totals):
    print(f"eta {e:.1f}: near {row[0]:.8f}, G nonzero {row[1]:.8f}")
    print(f"  G zero {row[2]:.8f}, self {row[3]:.8f}, total {total:.8f}")
print(f"Triclinic direct sum to 120 angstrom = {mixed_inside:.8f} eV")
print(f"Triclinic continuum tail = {mixed_tail:.8f} eV")
print(f"Triclinic direct energy with tail = {mixed_direct:.8f} eV")
print("all good")
```

It prints:

```
fcc nearest-neighbour distance d = 4.0 angstrom
fcc C6 = 100.0 eV angstrom^6
fcc primitive volume = 45.25483 angstrom^3
Contributions to fcc A6 (dimensionless), eta in 1/angstrom:
eta 0.4: near 6.44453458, G nonzero 0.05385541
  G zero 10.75173372, self -2.79620267, total 14.45392104
  total without G zero 3.70218732
eta 0.5: near 2.86802252, G nonzero 1.25308526
  G zero 20.99947993, self -10.66666667, total 14.45392104
  total without G zero -6.54555888
eta 0.7: near 0.18695928, G nonzero 36.95943951
  G zero 57.62257292, self -80.31505067, total 14.45392104
  total without G zero -43.16865188
fcc direct cutoff R/d = 56.56854 (dimensionless)
fcc direct sum inside = 14.45388832 (dimensionless)
fcc continuum tail = 0.00003272 (dimensionless)
fcc direct sum with tail = 14.45392104 (dimensionless)
First-shell details use eta = 0.5 1/angstrom
g at first neighbours = 0.23810331 (dimensionless)
12 first neighbours in A6 = 2.85723967 (dimensionless)
6 second neighbours in A6 = 0.01031548 (dimensionless)
First reciprocal length = 1.923825 1/angstrom
First reciprocal shell count = 8 (dimensionless)
b at this shell = 1.923825 (dimensionless)
Bracket at this b = 0.00631737 (dimensionless)
This shell in A6 = 1.06129245 (dimensionless)
fcc energy per atom = -0.17643947 eV
fcc energy per atom = -0.00648403 hartree
Triclinic cell vectors (angstrom): [[5.0, 0.0, 0.0], [1.0, 5.5, 0.0], [0.5, 1.0, 6.0]]
Atom positions A, B, B (angstrom): [[0.0, 0.0, 0.0], [2.7, 2.3, 0.6], [2.5, 4.4, 3.6]]
C_AA = 100.0, C_BB = 25.0 eV angstrom^6
C_AB = 50.0 eV angstrom^6
Triclinic volume = 165.000 angstrom^3
(sum c_i)^2 = 400.0 eV angstrom^6
Triclinic energy contributions (eV), eta in 1/angstrom:
eta 0.4: near -0.12020806, G nonzero -0.00957208
  G zero -0.14398909, self 0.05120000, total -0.22256923
eta 0.5: near -0.06954413, G nonzero -0.06710891
  G zero -0.28122869, self 0.19531250, total -0.22256923
eta 0.7: near -0.01162137, G nonzero -0.90986885
  G zero -0.77169152, self 1.47061250, total -0.22256923
Triclinic direct sum to 120 angstrom = -0.22256629 eV
Triclinic continuum tail = -0.00000294 eV
Triclinic direct energy with tail = -0.22256923 eV
all good
```
